# Optical-phonon emission time of an electron in gallium arsenide

## Problem

A conduction electron in gallium arsenide has energy 0.072 eV above the band edge, twice the energy 0.036 eV of a longitudinal optical phonon. The crystal is at zero temperature. The electron couples to the lattice with Fröhlich coupling $\alpha=0.07$, and its band is parabolic and isotropic.

(a) Derive the rate of phonon emission and estimate the mean time to emission.
(b) How far does the electron turn, and can it emit again?
(c) How good is the golden rule here, and what changes at 300 K and in a real device?

The algebra uses atomic units, $\hbar=m_e=e=4\pi\varepsilon_{\rm vac}=1$, so that the phonon energy and its angular frequency are the same symbol $w$. The electron has energy $E=k^2/2m$ with band mass $m$. Numbers are given in eV, nm and ps.

## Solution

### The coupling from electrostatics

A longitudinal optical vibration displaces positive and negative ions against each other. The resulting polarization carries an electric field, which acts on the electron. Take one branch of constant frequency $w$ and a crystal of volume $V$:

$$H_{\rm ph}+H_{\rm int}=\sum_{\mathbf q}\left[w\,a_{\mathbf q}^\dagger a_{\mathbf q}+M_q a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+M_q^*a_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right].$$

The size of $M_q$ follows from a static case. Replace the electron by a fixed charge distribution $n(\mathbf r)$ with Fourier component $n_{\mathbf q}=\int n\,e^{i\mathbf q\cdot\mathbf r}d^3r$. Completing the square in each mode gives

$$w\left(a_{\mathbf q}^\dagger+\frac{M_qn_{\mathbf q}}{w}\right)\left(a_{\mathbf q}+\frac{M_q^*n_{\mathbf q}^*}{w}\right)-\frac{|M_q|^2|n_{\mathbf q}|^2}{w}.$$

The first term is a displaced oscillator with unchanged level spacing. The second is the energy gained when the ions relax around the charge.

Electrostatics gives the same gain. In a medium of dielectric constant $\varepsilon$, the charge has energy $\frac{1}{2V}\sum_{\mathbf q}4\pi|n_{\mathbf q}|^2/(\varepsilon q^2)$. With the ions held fixed, only the electrons of the crystal screen, and $\varepsilon=\varepsilon_\infty$. After the ions relax, $\varepsilon=\varepsilon_0$, the static constant. The energy therefore drops by

$$\frac{1}{2V}\sum_{\mathbf q}\frac{4\pi K}{q^2}|n_{\mathbf q}|^2,\qquad K=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.$$

The two expressions must agree for any distribution, hence for each $q$:

$$|M_q|^2=\frac{2\pi wK}{Vq^2}.$$

The Fröhlich coupling is defined by $\alpha=K\sqrt{m/2w}$. Then $K=\alpha\sqrt{2w/m}=2\alpha w/\sqrt{2mw}$, and

$$|M_q|^2=\frac{C}{Vq^2},\qquad C=\frac{4\pi\alpha w^2}{\sqrt{2mw}}.$$

### The emission rate

At zero temperature no phonons are present at the start. The matrix element from $|\mathbf k,0\rangle$ to $|\mathbf k-\mathbf q,1_{\mathbf q}\rangle$ is $M_q^*$. Spin does not change, so there is no spin sum. With empty final states, the golden rule reads

$$\Gamma=2\pi\sum_{\mathbf q}|M_q|^2\,\delta\!\left(\frac{kqc}{m}-\frac{q^2}{2m}-w\right),$$

where $c$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. The first two terms in the delta function are $E_{\mathbf k}-E_{\mathbf k-\mathbf q}$. Replace the sum by $V/(2\pi)^3\int 2\pi q^2\,dq\,dc$:

$$\Gamma=\frac{C}{2\pi}\int dq\int_{-1}^{1}dc\;\delta\!\left(\frac{kqc}{m}-\frac{q^2}{2m}-w\right).$$

The factor $q^2$ of the volume element has cancelled the $1/q^2$ of the coupling. The integral over $c$ gives $m/(kq)$, provided that the root $c=(q^2+2mw)/(2kq)$ does not exceed one. That condition is $q^2-2kq+2mw\le0$, or

$$k-k'\le q\le k+k',\qquad k'=\sqrt{k^2-2mw}.$$

Here $k'$ is the final electron wavevector. It is real only for $E\ge w$; below this threshold the rate is zero. What remains is

$$\Gamma=\frac{C}{2\pi}\frac mk\int_{k-k'}^{k+k'}\frac{dq}{q}
=\frac{2\alpha w^2m}{k\sqrt{2mw}}\ln\frac{k+k'}{k-k'}.$$

Since $k=\sqrt{2mE}$, the factor $m/(k\sqrt{2mw})$ equals $1/(2\sqrt{Ew})$. Thus

$$\Gamma=\alpha w\sqrt{\frac wE}\,\ln\frac{k+k'}{k-k'} .$$

To simplify the logarithm, multiply its numerator and denominator by $k+k'$ and use $k^2-k'^2=2mw$:

$$\ln\frac{(k+k')^2}{2mw}=2\ln\left(\sqrt{\frac Ew}+\sqrt{\frac Ew-1}\right)=2\,\mathrm{arcosh}\sqrt{\frac Ew}.$$

The result is

$$\boxed{\Gamma=2\alpha w\sqrt{\frac wE}\;\mathrm{arcosh}\sqrt{\frac Ew}\qquad(E>w)}$$

At fixed $\alpha$ the mass has cancelled. If the dielectric constants are fixed instead, $\alpha$ grows as $\sqrt m$, and so does the rate.

### The number

For $E=2w$, $\mathrm{arcosh}\sqrt2=\ln(1+\sqrt2)=0.8814$, so

$$\frac{\Gamma}{w}=\sqrt2\times0.07\times0.8814=0.08725.$$

A phonon energy of 0.036 eV corresponds to an angular frequency of 54.69 rad/ps. Hence $\Gamma=0.08725\times54.69=4.772$ per ps, and

$$\tau=\frac1\Gamma=0.21\ \text{ps}\quad(8.7\times10^3\ \text{atomic units of time}).$$

With a rough band mass of 0.067, the initial speed is $6.1\times10^7$ cm/s. The mean free path before emission is then about 130 nm. The initial mean power loss is $w/\tau=0.036/0.2096=0.17$ eV/ps.

### A second road to the rate

The lattice can also be described by its dielectric function,

$$\varepsilon(\omega)=\varepsilon_\infty\frac{w^2-\omega^2-i\gamma\omega}{w_T^2-\omega^2-i\gamma\omega},\qquad w_T^2=w^2\frac{\varepsilon_\infty}{\varepsilon_0}.$$

The choice of $w_T$ makes $\varepsilon(0)=\varepsilon_0$. For vanishing damping $\gamma$ and $\omega>0$,

$$\mathrm{Im}\left(-\frac1\varepsilon\right)=\frac{w^2-w_T^2}{\varepsilon_\infty}\,\pi\,\delta(w^2-\omega^2)=\frac\pi2wK\,\delta(\omega-w).$$

The golden-rule integrand $2\pi V|M_q|^2\delta(\omega-w)$ is therefore $(8\pi/q^2)\,\mathrm{Im}(-1/\varepsilon)$, with $\omega$ the energy lost by the electron. This form needs no sharp phonon energy. It was integrated numerically over final states with $\gamma=0.001w$, $\varepsilon_\infty=10.9$ and $\varepsilon_0=12.9$. These constants give $\alpha=0.0716$. The integral came to 0.9996 of the boxed formula at that coupling.

### Dependence on the electron energy

The table keeps $\alpha=0.07$ and $w=0.036$ eV fixed.

| $E/w$ | Emission time (ps) |
|---|---|
| 1.1 | 0.440 |
| 1.5 | 0.243 |
| 2.0 | 0.210 |
| 3.0 | 0.197 |
| 4.0 | 0.198 |

Just above threshold, put $E=w(1+\delta)$ with small $\delta$. Then $\mathrm{arcosh}\sqrt{1+\delta}\approx\sqrt\delta$, and $\Gamma\approx2\alpha w\sqrt\delta$. The rate rises from zero with the final wavevector, because few final states are available.

Far above threshold, $\mathrm{arcosh}\sqrt{E/w}\approx\ln(2\sqrt{E/w})$, and

$$\Gamma\approx\alpha w\sqrt{\frac wE}\,\ln\frac{4E}{w}.$$

The factor $\sqrt{w/E}$ is inversely proportional to the speed and eventually wins over the logarithm. The maximum lies between the two limits. With $y=\mathrm{arcosh}\sqrt{E/w}$, the rate is proportional to $y/\cosh y$. Its derivative vanishes when $y\tanh y=1$, so $y\approx1.20$ and $E/w=\cosh^2y\approx3.3$. This explains why the last two times in the table are nearly equal. The rate already varies slowly at $E=2w$: an error of 10% in the electron energy changes the emission time there by only 2 to 4%.

### Deflection and the next emission

The integrand $dq/q$ shows that equal logarithmic intervals of $q$ are equally likely. The median is the geometric mean of the limits:

$$q_{1/2}=\sqrt{(k-k')(k+k')}=\sqrt{2mw}.$$

In the example $k=0.356$ and $k'=0.252$ per nm, so $q$ runs from 0.104 to 0.607 per nm with median 0.252 per nm. The angle $\theta$ between $\mathbf k$ and $\mathbf k'$ obeys $q^2=k^2+k'^2-2kk'\cos\theta$ and grows with $q$. At $E=2w$, $k'=\sqrt{2mw}=q_{1/2}$ and $k=\sqrt2\,k'$. At the median, therefore,

$$\cos\theta_{1/2}=\frac{k^2}{2kk'}=\frac{k}{2k'}=\frac1{\sqrt2},\qquad\theta_{1/2}=45^\circ.$$

Half of the emissions turn the electron by less than 45 degrees. Per unit solid angle, forward directions are favoured because the long-range field couples most strongly at small $q$. The bias is moderate at this energy: the most probable deflection is about 20 degrees, the mean is 55 degrees, 19% of emissions turn the electron by more than 90 degrees, and on average an emission removes 65% of the forward momentum. One emission does not randomize the direction, so $\tau$ should not be used unchanged as a momentum relaxation time in a mobility.

After emission the electron has energy $E-w=w$. This is the threshold, where the zero-temperature rate vanishes. In this model the electron emits one optical phonon and then keeps its remaining 0.036 eV. Its mean energy at time $t$ is $2w-w(1-e^{-\Gamma t})$. The time $\tau$ thus describes the loss of half the initial energy, not cooling to the band edge.

Unlike $\tau$, the answer about a second emission is sensitive to the initial energy. An electron that starts at $2.1w$ is left with $1.1w$, and by the table it emits again after a mean time of 0.44 ps. The initial level also has a width of about $0.09w$, which blurs the threshold. The golden rule, which treats the energies as sharp, therefore cannot decide whether a real electron near $2w$ emits a second time.

### How good is the golden rule?

The width $\Gamma$ is about 9% of the phonon energy, so corrections of several percent may be expected. One of them can be calculated: the coupling shifts the initial level. To second order,

$$\Delta=\frac{C}{4\pi^2}\,\mathrm P\!\int_0^\infty\!dq\int_{-1}^{1}\!dc\;\frac{1}{kqc/m-q^2/2m-w},$$

where P denotes the principal value. The integrand is unchanged when $q$ and $c$ both change sign. The $q$ integral may therefore run over the whole axis with a factor $\frac12$. Put $x=q-kc$:

$$\Delta=-\frac{Cm}{4\pi^2}\int_{-1}^{1}dc\;\mathrm P\!\int_{-\infty}^{\infty}\frac{dx}{x^2+2mw-k^2c^2}.$$

If $2mw-k^2c^2=b^2>0$, the inner integral is $\pi/b$. If it is $-a^2<0$, the principal value is zero, since the antiderivative $\frac1{2a}\ln|(x-a)/(x+a)|$ vanishes at both ends and the excised neighbourhoods of $\pm a$ cancel. For $E>w$, the range $|c|<\sqrt{w/E}$ contributes:

$$\Delta=-\frac{Cm}{4\pi}\int\frac{dc}{\sqrt{2mw-k^2c^2}}=-\frac{Cm}{4\pi k}\,\pi=-\frac\pi2\alpha w\sqrt{\frac wE}.$$

The integral is an arcsine running from $-\pi/2$ to $\pi/2$. At $E=2w$ the shift is $-\pi\alpha w/(2\sqrt2)$, or $-0.0028$ eV.

Its effect was examined by solving the Schrödinger equation with zero or one phonon, the final energies being divided into narrow cells. The average decay rate between one and three golden-rule lifetimes is 0.939 of $\Gamma$. At a quarter of the coupling the ratio is 0.984, so the deviation falls from 6.1% to 1.6% of $\Gamma$, in proportion to $\alpha$. If the initial level is raised to cancel its shift, at full coupling, the ratio becomes 1.003. The third decimal depends on the cells and the time window: the complex pole of the same model, which describes the purely exponential part of the decay, gives 0.937, 0.984 and 0.998. For comparison, the golden-rule rate at the same $k$ into a final shell lowered by the shift, to $0.922w$, is 0.939 of $\Gamma$. The shift thus accounts for most of the 6%: it leaves less energy for the final electron.

This 6% is not a correction to be applied to $\tau$. The truncated model shifts the initial state but not the final electron, which in a complete treatment is also dressed by phonons. The figure indicates only the order of magnitude of first-order effects in $\alpha$.

### At 300 K

Let $N=1/(e^{w/T}-1)$ be the phonon occupation, with $T$ in energy units. Emission is multiplied by $1+N$, and absorption becomes possible. For absorption, energy conservation gives $c=(2mw-q^2)/(2kq)$. The condition $|c|\le1$ then gives $k''-k\le q\le k''+k$, with $k''=\sqrt{k^2+2mw}$. The remaining steps are as before:

$$\Gamma_{\rm abs}=N\alpha w\sqrt{\frac wE}\ln\frac{k''+k}{k''-k}
=2N\alpha w\sqrt{\frac wE}\,\mathrm{arsinh}\sqrt{\frac Ew}.$$

The last form uses $(k''+k)/(k''-k)=(k''+k)^2/2mw$.

At 300 K, $N=0.331$. The emission time falls to $0.2096/1.3306=0.158$ ps, and the absorption time is 0.487 ps. Adding the rates, $1/0.1575+1/0.4874=8.40$ per ps, gives 0.12 ps for the first event of either kind. This is 43% shorter than the zero-temperature time, but cooling is not faster. The net power loss is $w(\Gamma_{\rm em}-\Gamma_{\rm abs})=0.036\times(6.35-2.05)=0.155$ eV/ps, about 10% below the zero-temperature value. The level width grows to about $0.15w$, so the golden rule is less sharp. An electron left at $E=w$ no longer keeps its energy: it absorbs a phonon after a mean time of 0.45 ps and can then emit again.

### The real material and device

The values used for gallium arsenide are rough but typical, and a time of one or two tenths of a picosecond is the right order for this material. The coupling itself is delicate, because $K$ is a small difference of two reciprocals. Raising $\varepsilon_0$ from 12.9 to 13.0 changes $\alpha$ from 0.0716 to 0.0746, and the rate by 4%. Two significant figures in $\tau$ are therefore the most that the inputs support. Of the effects sized here, the temperature of use moves the number most. The others are as follows.

- **Band shape.** Take $E(1+\beta E)=k^2/2m$ with a rough $\beta=0.6$ per eV. At fixed energy both wavevectors are then larger, and the final density of states is proportional to $k'(1+2\beta E')$ with $E'=E-w$. Each transition is weighted by the squared overlap of cell functions that mix $s$ character with $p$ character along $\mathbf k$. Together these changes give 0.97 of the parabolic rate.

- **Acoustic phonons.** For deformation potential $D$, mass density $\rho$ and sound speed $s$, the squared matrix element is $D^2q/(2\rho Vs)$ times the occupation, about $T/(sq)$. Emission and absorption then each contribute $2\pi\,[D^2T/(2\rho s^2)]\,[mk/(2\pi^2)]$, in total $D^2Tmk/(\pi\rho s^2)$. With rough values of 7 eV, 5300 kg/m³ and 5200 m/s, the rate at 300 K is 4.5% of $\Gamma$. It scales as $D^2$, and larger values of $D$ are also in use: 10 eV gives 9% and 13 eV gives 15%. Gallium arsenide is also piezoelectric, and that coupling, left out of this figure, adds roughly 4 to 6% of $\Gamma$ depending on screening.

- **Free carriers.** At a doping $n$ of $10^{16}$ per cm³, the plasma energy $\sqrt{4\pi n/(\varepsilon_\infty m)}$ is 0.00435 eV. Its square is 1.5% of $w^2$. That ratio measures the response only for $q\to0$, whereas here $q\sqrt{T/m}$ runs from $0.5w$ to $2.9w$ at 300 K. With the wavevector dependence kept, the random-phase response of the thermal carriers changes the emission rate by about 0.1%; fully static Debye screening would lower it by 3%. The final states are 0.6% filled at 300 K. Near $7\times10^{17}$ per cm³ the plasma and phonon energies coincide, and the assumption of a separate, unscreened phonon fails. These figures concern screening and filling only. Collisions of the electron with the carriers themselves are a separate matter. A rough random-phase estimate at this doping and 300 K gives a rate of about $4\Gamma$ and a mean exchange of about $0.13w$ per collision. Over one emission time these exchanges add up to an energy spread of roughly $0.4w$, well above the level width, so the electron energy is not sharp in such a sample. Ionized donors also scatter at about $2\Gamma$, elastically and through small angles, with a momentum relaxation rate near 3% of $\Gamma$.

- **Electric field.** A field of 2.8 kV/cm supplies one phonon energy over the free path of about 130 nm, if the electron runs along the force at its initial speed. In fields of this size the electron energy cannot be treated as fixed between emissions.

- **Upper valley.** The next conduction valley lies roughly 0.29 eV above the band edge. Even after absorbing one phonon the electron has only 0.108 eV, so a single absorption does not open transfer to that valley. In a field of a few kV/cm, however, electrons can gain energy over many free flights, and some then reach it.

The free path also limits the geometry. In a layer much thinner than this path, an electron moving across the layer usually meets an interface before it emits. Confinement also changes the states. Between hard walls a distance $L=20$ nm apart, the two lowest subbands are separated by $3\pi^2/(2mL^2)=0.042$ eV, which is comparable with the phonon energy. Real barriers of finite height reduce this spacing: a barrier of 0.25 eV with mass 0.092 gives 0.030 eV, still comparable but now below the phonon energy. The bulk electron states assumed here must therefore be replaced already at this thickness, and the phonon modes of thin layers differ from bulk ones as well. The effect on the rate is not estimated here.

## Numbers as computed

```
phonon energy: 0.036 eV
electron energy: 0.072 eV
Frohlich coupling used: 0.07
band mass (rough): 0.067 electron masses
phonon angular frequency: 54.69 rad/ps
initial wavevector k: 0.3558 1/nm
final wavevector k': 0.2516 1/nm
smallest phonon wavevector: 0.1042 1/nm
largest phonon wavevector: 0.6074 1/nm
log of their ratio: 1.7627
rate over phonon angular frequency: 0.08725
emission rate at T=0: 4.772 1/ps
emission time at T=0: 0.2096 ps
emission time at T=0: 8663 atomic time units
median phonon wavevector: 0.2516 1/nm
median deflection: 45.0 degrees
share of emissions below it: 0.5000
electron speed: 6.148e+07 cm/s
free path before emission: 128.8 nm
initial mean power loss: 0.1718 eV/ps
emission time at E = 1.1 phonon energies: 0.4402 ps
emission time at E = 1.5 phonon energies: 0.2429 ps
emission time at E = 3.0 phonon energies: 0.1973 ps
emission time at E = 4.0 phonon energies: 0.1983 ps
dielectric constants (rough): 10.9 high-freq, 12.9 static
coupling from dielectric constants: 0.0716
same with static constant raised by 0.1: 0.0746
loss-function rate over formula: 0.99961
one-phonon decay rate over golden rule: 0.9390
same at a quarter of the coupling: 0.9843
same with dressed initial energy held: 1.0032
initial level shift: -0.00276 eV
temperature of use: 300 K
phonon occupation at that temperature: 0.3306
emission time at that temperature: 0.1575 ps
absorption time at that temperature: 0.4874 ps
emission-or-absorption time there: 0.1190 ps
nonparabolicity (rough): 0.6 1/eV
nonparabolic rate over parabolic rate: 0.9723
deformation potential (rough): 7.0 eV
sound speed (rough): 5200 m/s
mass density (rough): 5300 kg/m3
acoustic rate at 300 K over T=0 optical rate: 0.0449
doping: 1.0e+16 1/cm3
plasma energy: 0.00435 eV
squared plasma-to-phonon energy ratio: 0.0146
Fermi energy at T=0: 0.00253 eV
final-state filling at 300 K: 0.00571
doping where plasma and phonon energies match: 6.86e+17 1/cm3
field giving one phonon energy per free path: 2.79 kV/cm
upper valley above band edge (rough): 0.29 eV
```
